Saturation and mass-transfer limits of a solid trimethylindium source

**1. What dimensions already fix**

A carrier gas passes over solid trimethylindium, picks up vapour and leaves. We want the delivered rate F, in moles per unit time, as a function of the carrier flow. Three quantities can enter a steady, dilute description:

- Q, the actual volume flow of carrier, in volume per time;
- G, the mass-transfer conductance between solid and gas, also in volume per time;
- c_s, the vapour concentration at the solid surface, in moles per volume.

The product c_s G has the dimension of F, and the one independent dimensionless ratio is Q/G. The gas volume V of the source cannot enter a steady result, because no combination of V with Q, G and c_s that contains V is dimensionless. For a given pattern of gas mixing, therefore,

F = c_s G φ(Q/G).   (1)

Two bounds restrict φ. The gas cannot leave with more than the surface concentration, so F ≤ Q c_s. The solid cannot release vapour faster than it would into vapour-free gas, so F ≤ G c_s. In terms of s = Q/G,

φ(s) ≤ s and φ(s) ≤ 1.

The first bound is a straight line through the origin and the second is a flow-independent ceiling. It remains to show that F approaches the line at small flow and the ceiling at large flow, and to find how quickly. For that we need the mass balance.

**2. Assumptions and conventions**

The vapour is an ideal gas of single trimethylindium molecules. With equilibrium vapour pressure p_s at the solid surface,

c_s = p_s/(RT).   (2)

Temperature T and total pressure P are uniform and held fixed while the flow is varied. The incoming carrier contains no vapour, and diffusion through the inlet and outlet is neglected. "Dilute" means p_s ≪ P, so that the vapour hardly adds to the volume flow.

The conductance is defined by

uptake rate = G(c_s − c),   (3)

where c is the concentration in the moving gas. A simple origin for G is a stagnant gas layer of thickness δ and area A. Fick's law gives a flux D(c_s − c)/δ, where D is the diffusion coefficient, and multiplying by the area gives G = DA/δ. If the flow changes neither A nor δ, G is fixed. This assumption creates the ceiling, and section 7 shows what happens without it.

The carrier flow is also given in sccm, standard cubic centimetres per minute. The standard state used here is T_std = 273.15 K and P_std = 760 Torr. The same molar flow occupies a different volume in the source, and the ideal gas law gives

Q = Q_std (P_std/P)(T/T_std).   (4)

It is Q, and not Q_std, that must be compared with G, and G must be taken at the source conditions. For G = DA/δ with fixed A and δ, D varies as 1/P just as Q does, so Q/G at a given sccm does not depend on P, while the ceiling varies as 1/P.

**3. Well-mixed gas**

Suppose first that the gas in the source is stirred so well that one concentration c describes all of it, including the gas that leaves. The vapour content Vc changes by uptake from the solid and loss through the outlet:

V dc/dt = G(c_s − c) − Qc.   (5)

In the steady state the left side is zero. Collecting the terms in c gives

(Q + G)c = G c_s, so c = c_s G/(Q + G).

The delivered rate is F = Qc, hence

F = c_s QG/(Q + G).   (6)

This has the form (1), with φ(s) = s/(1 + s). Taking the reciprocal shows its structure:

1/F = (Q + G)/(c_s QG) = 1/(c_s G) + 1/(c_s Q).   (7)

Transfer from the solid and removal by the carrier act as two resistances in series. The smaller of Q and G limits the delivery.

At small flow, divide numerator and denominator of (6) by G and expand:

F = c_s Q/(1 + Q/G) = c_s Q(1 − Q/G + …), Q ≪ G.   (8)

The gas stays long enough to become nearly saturated, and each extra unit of carrier removes nearly c_s more vapour. At large flow, divide by Q instead:

F = c_s G/(1 + G/Q) = c_s G(1 − G/Q + …), Q ≫ G.   (9)

Now the gas is almost free of vapour, and the solid supplies nearly its greatest rate. The outlet concentration falls as c ≈ c_s G/Q, and this decrease cancels the increase of Q in the product Qc.

The approach to steady state follows from (5). Let u be the difference between c and its steady value. The constant terms cancel, leaving V du/dt = −(Q + G)u. The difference therefore decays as exp(−t/τ), with

τ = V/(Q + G).   (10)

At fixed temperature of the solid, the steady formula applies once the flow has been constant for several τ.

**4. Plug flow**

The opposite case is gas that moves through a bed without mixing along its path. Let g be the conductance accumulated between the inlet and a given position, so that g runs from 0 to G. A slice of bed with conductance dg raises the vapour flow Qc by (c_s − c)dg:

Q dc/dg = c_s − c.   (11)

Put u = c_s − c, so that du = −dc. Then du/u = −dg/Q. Integrating from the inlet, where c = 0 and u = c_s, gives u = c_s exp(−g/Q). At the outlet g = G, so

c_out = c_s[1 − exp(−G/Q)],

F = c_s Q[1 − exp(−G/Q)].   (12)

The distribution of conductance along the bed has dropped out. With uniform c_s and no diffusion along the path, a bed whose inlet end is nearly exhausted delivers as much as an even bed with the same total G. Axial diffusion breaks this equality: a conductance concentrated in a short section behaves almost as mixed gas. In the example of section 8 at 100 sccm, the saturation falls from 74 % for an even bed to 66 % when G sits in the last tenth of the length.

Write N = G/Q. At small flow N is large, and F falls short of c_s Q by the fraction exp(−N), which is much smaller than the fraction Q/G of the mixed case. At large flow N is small. From exp(−N) = 1 − N + N²/2 − … we obtain

F = c_s Q(N − N²/2 + …) = c_s G[1 − G/(2Q) + …].   (13)

The ceiling is the same as before, but the leading shortfall is half as large. The factor 1/2 has a direct meaning: at high flow the concentration rises almost linearly along the path of accumulated conductance, so the solid faces on average half the outlet concentration. In the mixed source all of it faces the full outlet concentration.

Delivery rises with flow in both cases. For mixed gas, differentiating (6) gives

dF/dQ = c_s G²/(Q + G)² > 0.

For plug flow, the derivative of exp(−G/Q) with respect to Q is (G/Q²)exp(−G/Q), so

dF/dQ = c_s[1 − (1 + N)exp(−N)] > 0,

because exp(N) > 1 + N for N > 0. The ceiling is thus approached from below, without a maximum.

**5. How much does mixing matter?**

The same inequality orders the two results. From exp(N) > 1 + N we have exp(−N) < 1/(1 + N), and therefore

1 − exp(−N) > N/(1 + N).

Multiplying by c_s Q turns the left side into (12) and the right side into (6). Plug flow delivers more at equal Q, G and c_s, since mixing exposes all of the solid to gas that already carries the outlet concentration.

Partial mixing was examined numerically. The source was divided into 400 cells of equal conductance, with back-and-forth exchange equivalent to an end-to-end conductance of 0.5 G. At Q/G = 0.05, 0.3, 1, 3 and 20 the delivery lay between the mixed and plug values. This supports using the two formulas as a bracket for back-mixing along a single path, though five cases are not a general proof. The lower side of the bracket fails if gas channels past the solid. When 80 % of the flow passes over only 5 % of the conductance, each part in plug flow, the delivery at Q = G is about half the mixed value.

**6. Sensitivity to an ageing charge**

As solid is consumed its exposed area may shrink, and G then falls. The fractional response of F is found by differentiating ln F with respect to ln G at fixed Q and c_s. For mixed gas, ln F = ln c_s + ln Q + ln G − ln(Q + G), so

d ln F/d ln G = 1 − G/(Q + G) = Q/(Q + G).   (14)

For plug flow, (12) gives dF/dG = c_s exp(−N). Multiplying by G/F,

d ln F/d ln G = N exp(−N)/[1 − exp(−N)] = N/[exp(N) − 1].   (15)

Both tend to 0 at small flow and to 1 at large flow. A nearly saturated source hides a falling G, whereas a source near its ceiling passes the fall on in full.

There is a matching statement for the flow. Equation (1) says that doubling Q and G together doubles F. The two logarithmic sensitivities must therefore add to one:

d ln F/d ln Q + d ln F/d ln G = 1.   (16)

This holds for (6) and (12), where nothing but Q/G sets the result. A back-mixing conductance of fixed size is a further quantity and shifts the sum slightly: to 1.06 at Q = G for an exchange of 0.5 G held fixed. Within this model, insensitivity to flow is bought with sensitivity to the state of the solid. The ceiling is steady against errors of the flow controller, but not against ageing.

**7. When there is no ceiling**

If faster gas thins the layer through which the vapour diffuses, G grows with Q. Take as an example

G(Q) = G₀(Q/G₀)^m, 0 < m < 1,   (17)

which equals G₀ at Q = G₀. Then G/Q = (Q/G₀)^(m−1) tends to zero at large flow, and the gas still becomes unsaturated. Equations (9) and (13) then give

F ≈ c_s G(Q) = c_s G₀(Q/G₀)^m.   (18)

The delivery rises more slowly than Q but has no upper limit in this model. Falling saturation of the outlet gas is therefore not by itself evidence of a ceiling. At fixed temperature of the solid, the ceiling requires a conductance that stops responding to flow. Cooling of the solid (section 9) slows the rise further. A fixed thermal conductance K also bounds it, by KT/L, but for the K and L of section 9 this is about 650 times the ceiling of section 8. Heat that arrives through the same thinning gas layer grows with G and gives no bound.

**8. Worked example**

Take a source at 293.15 K and 300 Torr, with a rough vapour pressure of 1.7 Torr. Published correlations disagree here: log₁₀(p/Torr) = 10.52 − 3014/T gives 1.73 Torr and 10.98 − 3204/T gives 1.12 Torr. The lower value would reduce every delivery below by about a third, while leaving the ratios and flow limits of this section unchanged. The conductance is chosen as G = 500 cm³/min to represent a nearly spent charge.

The saturated mole fraction is 1.7/300 = 0.57 %, so the vapour is dilute. In SI units 1.7 Torr is 226.6 Pa, and (2) gives

c_s = 226.6/(8.314 × 293.15) = 0.0930 mol/m³ = 0.0930 µmol/cm³.

From (4), one sccm occupies

(760/300)(293.15/273.15) = 2.719 cm³/min

in the source. Hence Q equals G at 500/2.719 = 184 sccm. The initial slope is 0.0930 × 2.719 = 0.253 µmol/min per sccm, and the ceiling is

G c_s = 500 × 0.0930 = 46.5 µmol/min = 7.75 × 10⁻⁷ mol/s.

At 100 sccm, Q = 271.9 cm³/min. Saturated gas would carry 25.3 µmol/min. The two formulas give

mixed: 0.0930 × 271.9 × 500/771.9 = 16.4 µmol/min,

plug: 25.3 × [1 − exp(−500/271.9)] = 21.3 µmol/min.

Other flows, with deliveries in µmol/min:

sccm | linear | mixed | plug
5 | 1.26 | 1.23 | 1.26
50 | 12.6 | 9.9 | 12.3
200 | 50.6 | 24.2 | 30.4
1000 | 252.8 | 39.3 | 42.5
2000 | 505.6 | 42.6 | 44.4

Doubling the flow from 5 sccm multiplies delivery by 1.95 for mixed gas and 2.00 for plug flow. Doubling it from 1000 sccm gives factors of just 1.08 and 1.05.

The extent of each regime follows from the formulas. For 95 % saturation, mixed gas needs 1/(1 + Q/G) = 0.95, or Q = G/19, which is 9.7 sccm. Plug flow needs exp(−G/Q) = 0.05, or Q = G/ln 20, which is 61 sccm. The linear range thus depends strongly on mixing, although its slope does not.

For 95 % of the ceiling, mixed gas needs 1/(1 + G/Q) = 0.95, or Q = 19G, about 3490 sccm. For plug flow, (13) suggests G/(2Q) = 0.05, or Q = 10G, about 1840 sccm. The full formula gives 1777 sccm. The ceiling is approached slowly, and at 2000 sccm the mixed source is still 8 % below it.

Now let G fall by 20 % at fixed flow. From (6), the fractional loss for mixed gas is

1 − 0.8(Q + G)/(Q + 0.8G) = 0.2Q/(Q + 0.8G).

This is 0.7 % at 5 sccm and 18.6 % at 2000 sccm. Ideal plug flow loses a negligible amount at 5 sccm and 19.3 % at 2000 sccm. At 5 sccm, however, diffusion along the bed prevents plug flow. Take a gas space 10 cm long and 20 cm² in section, with an estimated D of 0.9 cm²/s in hydrogen. Axial diffusion then exchanges about 110 cm³/min against Q = 13.6 cm³/min. The loss becomes about 0.6 %, and 95 % saturation ends near 18 sccm rather than 61. The same diffusion lowers the plug values at 50, 100 and 200 sccm to 10.9, 18.7 and 28.1 µmol/min; at 1000 sccm and above its effect is below 1 %. In nitrogen, where D is estimated near 0.2 cm²/s, 95 % saturation extends to about 41 sccm.

With a chosen gas volume of 200 cm³, the time constant τ of (10) at 5 sccm is 200/(13.6 + 500) min = 23 s. At higher flow it is shorter. This is the settling of the gas only. The temperature of the solid settles more slowly: with the K of section 9 and a heat capacity near 1.2 J/(g K), a 10 g charge has a thermal time constant of about 2 min.

**9. Sizes of the neglected effects**

The following changes are relative to the mixed delivery at the same carrier flow.

*Finite vapour fraction.* Let x be the vapour mole fraction in the gas, x_s its value at the surface, and C = P/(RT) the total concentration. The carrier has no net flux through the stagnant layer, so the total molar flux there equals the vapour flux J. This is a drift of the whole gas away from the solid. With z measured from the solid, diffusion and drift together give

J = −CD dx/dz + xJ.

The last term is the vapour carried by the drift. Hence J dz = −CD dx/(1 − x). Integrating across δ from x_s to x and multiplying by A gives

F = GC ln[(1 − x)/(1 − x_s)].   (19)

The carrier supplies QC moles per unit time and makes up the fraction 1 − x of the outgoing gas, so F is also QCx/(1 − x). At small flow x tends to x_s, and F exceeds the dilute value by the factor 1/(1 − x_s). At large flow x tends to 0, and −ln(1 − x_s) ≈ x_s(1 + x_s/2) shows that the ceiling survives, slightly raised. Solving the two expressions for F together gives changes of +0.55 % at 5 sccm and +0.29 % at 2000 sccm.

*Cooling of the solid.* Sublimation absorbs latent heat L, taken roughly as 58 kJ/mol. If heat reaches the solid through a thermal conductance K, the steady temperature drop is

ΔT = LF/K.

With an assumed K = 0.1 W/K and the uncooled delivery of 42.6 µmol/min, the drop at 2000 sccm would be 0.41 K. The vapour pressure follows p_s ∝ exp(−L/RT), whose fractional slope is L/(RT²) = 0.081 per kelvin. The estimated loss is 0.081 × 0.41 = 3.3 %. The reduced delivery in turn lessens the cooling. Solving for temperature and delivery together, with the gas kept at the bath temperature, gives a drop of 0.40 K and a change of −3.2 %. A smaller K would make this loss larger.

*Flow-dependent conductance.* Take (17) with m = 1/3 and G₀ = 500 cm³/min. At 2000 sccm the conductance becomes 1108 cm³/min, and the mixed delivery rises by 101 %, to about twice the fixed-G value. With these choices it is the largest of the three changes, and at fixed temperature it removes the ceiling itself. Its size depends on the flow at which G is taken to equal 500 cm³/min, here 184 sccm. Matching at 20 sccm gives +255 %, and matching at 1000 sccm gives +23 %.

**10. The model beside a real source**

Trimethylindium is a solid at the temperature of the example. The chosen conductance does not describe a source in good condition, which is meant to deliver nearly saturated gas at its working flow. At 100 sccm the example reaches just 65 % saturation if mixed and 84 % in ideal plug flow, or 74 % with the axial diffusion of section 8. The flows of 5 and 2000 sccm serve to display the two limits and are not recommended settings. The assumption most open to doubt in a real source is fixed G: gas may sweep the surface more effectively at high flow, and the solid changes its shape as it is used. For laminar flow over solid covering the floor of the gas space of section 8, with the height chosen to match the mixed or the plug delivery at 184 sccm, a two-dimensional convection–diffusion calculation gives 59 or 80 µmol/min at 2000 sccm. Both values lie above the ceiling of 46.5 and are still rising, so that geometry shows no ceiling. The assumed one-third power, matched to G at 184 sccm, doubles the delivery at 2000 sccm at fixed temperature of the solid (a gain of 89 % over the uncooled value once the cooling of section 9 is included), while a 20 % loss of conductance would lower the fixed-G value there by about 19 %.

For a delivery that should depend little on the state of the solid, the model favours Q well below G, with temperature and pressure controlled because they set c_s and Q and, through D, also G. The mixed formula is the more cautious of the two: for 95 % saturation it asks for Q ≤ G/19, with G taken at the working flow. If G follows (17) with m = 1/3 and G₀ = 500 cm³/min, the saturation at 9.7 sccm is 88 % and 95 % saturation ends at 2.2 sccm. It is not a lower bound when gas channels past the solid. In the channelling example of section 5 the saturation at Q = G/19 is only 76 %. The result concerns vapour leaving the source. Adduct formation, pyrolysis and losses further downstream need their own balances before F can be turned into a growth rate. The main values of the example are in the numerical output below.

Numbers as computed

```
source temperature: 293.15 K
source pressure: 300 Torr
vapour pressure (rough): 1.7 Torr
saturated mole fraction: 0.567 %
surface concentration c_s: 0.09299 umol/cm3
conductance G (chosen): 500 cm3/min
actual flow per sccm: 2.7188 cm3/min
carrier flow at which Q = G: 183.9 sccm
initial slope: 0.2528 umol/min per sccm
ceiling G c_s: 46.49 umol/min
ceiling G c_s: 7.749e-07 mol/s
sccm | Q cm3/min | linear, mixed, plug umol/min
    5 |    13.59 |    1.26    1.23    1.26
   10 |    27.19 |    2.53    2.40    2.53
   50 |   135.94 |   12.64    9.94   12.32
  100 |   271.88 |   25.28   16.38   21.26
  200 |   543.76 |   50.56   24.22   30.40
  500 |  1359.41 |  126.41   33.99   38.90
 1000 |  2718.82 |  252.82   39.27   42.47
 2000 |  5437.65 |  505.64   42.58   44.42
mixed, factor on doubling from 5 sccm: 1.948
mixed, factor on doubling from 1000 sccm: 1.084
mixed, delivery lost at 5 sccm if G falls 20 %: 0.66 %
mixed, delivery lost at 2000 sccm if G falls 20 %: 18.63 %
plug, factor on doubling from 5 sccm: 2.000
plug, factor on doubling from 1000 sccm: 1.046
plug, delivery lost at 5 sccm if G falls 20 %: 0.00 %
plug, delivery lost at 2000 sccm if G falls 20 %: 19.27 %
95 % saturation, mixed: up to 9.7 sccm
95 % saturation, plug: up to 61.4 sccm
95 % of ceiling, mixed: from 3494 sccm
95 % of ceiling, plug: from 1777 sccm
gas volume (chosen): 200 cm3
settling time at 5 sccm, mixed: 23.4 s
neglected effects, as changes of the mixed delivery:
finite vapour fraction, 5 sccm: +0.55 %
finite vapour fraction, 2000 sccm: +0.29 %
latent heat (rough): 58 kJ/mol
thermal conductance (assumed): 0.1 W/K
cooling of solid at 2000 sccm: 0.398 K
effect of cooling at 2000 sccm: -3.19 %
G growing as Q^(1/3), G at 2000 sccm: 1108 cm3/min
effect of growing G at 2000 sccm: +101.0 %
```
